# Two-Phonon Quadrupolar Relaxation in a Debye Solid

At 300 K, in the model solid treated here, a spin-3/2 nucleus that exchanges energy with single phonons has a relaxation time of $6.4\times10^{8}$ s, about twenty years. Scattering of phonons, which is of second order in the lattice displacements, gives the same nucleus $T_1=5.1$ s. The higher-order process is faster by a factor of about $10^8$. A single phonon must match a transition frequency of the nucleus, where modes are few, whereas phonons of all thermal frequencies can scatter. The two rates also depend differently on temperature: the one-phonon rate is proportional to $T$, the scattering rate to $T^7$ at low and $T^2$ at high temperature.

The solid is harmonic and isotropic, with density $\rho$, atom density $n_a$ and one sound speed $v$ for all three polarizations. Its modes end at $\omega_D=v(6\pi^2n_a)^{1/3}$, and $\Theta=\hbar\omega_D/k_B$. The nucleus, of spin $I\ge1$ and quadrupole moment $Q$, sits where the undistorted lattice has no field gradient, in a magnetic field giving the Larmor frequency $\omega_0$. Its coupling to the traceless symmetric gradient $V_{ij}$ is

$$H=B\sum_{ij}V_{ij}T_{ij},\quad B=\frac{eQ}{2I(2I-1)},\quad T_{ij}=\tfrac12(I_iI_j+I_jI_i).$$

Isotropy fixes the form of the gradient correlation. With $\Delta_{ijkl}=\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}$, it must be proportional to $\Delta_{ijkl}-\frac23\delta_{ij}\delta_{kl}$, whose contraction over $ij=kl$ is $12-2=10$. Define

$$K(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\sum_{ij}\langle V_{ij}(t)V_{ij}(0)\rangle,$$

averaged over $\pm\omega$. The average suffices because $k_BT\gg\hbar\omega_0$; the small difference between upward and downward rates sets the equilibrium polarization. The trace of $T_{ij}$ is a multiple of unity and causes no transitions, so the golden rule gives, for levels $a\ne b$,

$$W_{ab}=\frac{B^2}{\hbar^2}\frac{K(\omega_{ab})}{5}\sum_{ij}|\langle a|T_{ij}|b\rangle|^2 .$$

Let $r_m^2=I(I+1)-m(m+1)$. For $m\to m+1$, the four entries $xz,zx,yz,zy$ give $\sum|T|^2=r_m^2(2m+1)^2/4$. For $m\to m+2$, the entries $xx,yy,xy,yx$ give $r_m^2r_{m+1}^2/4$. Summed over $m$, both equal $N/4$, because $\frac12I_+^2$ and $-\frac12(I_zI_++I_+I_z)$ are components of one irreducible tensor and have equal norm. Setting $m=-I+j$ gives $r_m^2=(j+1)(2I-j)$, and

$$N=4\sum_j\binom{j+2}{2}\binom{2I-j}{2}=4\binom{2I+3}{5}=\frac{(2I-1)(2I)(2I+1)(2I+2)(2I+3)}{30}.$$

We define $1/T_1$ as the initial decay rate of $\langle I_z\rangle$ when the deviations of the populations from equilibrium are proportional to $m$. The rate equations then give

$$\frac1{T_1}=\frac{\frac12\sum_{ab}W_{ab}(m_a-m_b)^2}{\sum_mm^2}=\frac{B^2}{5\hbar^2}\,\frac N4\,\frac{K(\omega_0)+4K(2\omega_0)}{I(I+1)(2I+1)/3}.$$

Here $N/\sum m^2=\frac25(2I-1)(2I+3)$. Inserting $B$ leaves

$$\frac1{T_1}=\frac f{40}\left(\frac{eQ}{\hbar}\right)^2\frac{K(\omega_0)+4K(2\omega_0)}5,\qquad f=\frac{2I+3}{I^2(2I-1)}. \tag{1}$$

If $K$ is the same at both frequencies, the population rates are those of a fully white spectrum, because $K(0)$ does not enter them. For a white spectrum the relaxation operator is invariant under rotations and cannot mix $I_z$, a vector component, with population patterns of other rank, so the decay is a single exponential.

Next we need the gradient produced by a deformation. Let $D_{ij}=\partial_ju_i$ be the displacement gradient at the nucleus, and $F=1+D$. A rotation made before the stretch has no effect in an isotropic medium, so $V$ depends on $F$ through $FF^T$, or equivalently through $W=\sqrt{FF^T}-1$. To second order, the general isotropic form is the traceless part of

$$S_1W+S_2W^2+S_3W\,\mathrm{tr}\,W.$$

Write $D=\varepsilon+\Omega$, with $\varepsilon$ symmetric and $\Omega$ antisymmetric. Then $FF^T=1+2\varepsilon+DD^T$, and $\sqrt{1+X}=1+X/2-X^2/8+\dots$ gives $W=\varepsilon+\frac12DD^T-\frac12\varepsilon^2$. Since $DD^T=(\varepsilon+\Omega)(\varepsilon-\Omega)=\varepsilon^2+[\Omega,\varepsilon]-\Omega^2$,

$$W=\varepsilon+\tfrac12[\Omega,\varepsilon]-\tfrac12\Omega^2+\dots \tag{2}$$

The linear coupling $S_1$ therefore brings a quadratic one with it. The commutator comes from local rotations that turn the axes of a strained environment; the term $-\frac12\Omega^2$ cancels the apparent strain that $\varepsilon$ contains, to second order, when the lattice merely rotates. Two-phonon coupling remains even if $S_2=S_3=0$.

The thermal motion enters through the correlation of $D$. In a volume $\mathcal V$, a mode of wave vector $\mathbf k$ and polarization $\mathbf e$ contributes $i e_ik_j\sqrt{\hbar/2\rho\mathcal V\omega}\,(a-a^\dagger)$ to $D_{ij}$ at the origin. The polarization sum of $e_ie_k$ is $\delta_{ik}$, the direction average of $k_jk_l$ is $\omega^2\delta_{jl}/3v^2$, and each polarization has $\mathcal V\omega^2/2\pi^2v^3$ modes per unit frequency. Multiplying these factors gives

$$\langle D_{ij}(t)D_{kl}(0)\rangle=2c(t)\,\delta_{ik}\delta_{jl},$$
$$c(t)=A\int_0^{\omega_D}\!\omega^3\left[(n_\omega+1)e^{-i\omega t}+n_\omega e^{i\omega t}\right]d\omega,\qquad A=\frac{\hbar}{24\pi^2\rho v^5}, \tag{3}$$

with $n_\omega$ the Bose occupation. It follows that $\langle\varepsilon_{ij}\varepsilon_{kl}\rangle=c\,\Delta_{ijkl}$ and $\langle\Omega_{ij}\Omega_{kl}\rangle=c(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk})$, while strain and rotation are uncorrelated.

For the direct process take $V=S_1\varepsilon$ without its trace. The summed correlation is $10S_1^2c(t)$. Its Fourier transform selects modes at the transition frequency, with $n+1$ for emission and $n$ for absorption. The average is

$$K_1(\omega)=20\pi AS_1^2\omega^3\left(n_\omega+\tfrac12\right)\simeq20\pi AS_1^2\,\omega^2\,\frac{k_BT}{\hbar}.$$

Because $K_1\propto\omega^2$, the last factor of (1) is $(1+4\cdot4)/5=17/5$ times $K_1(\omega_0)$, so

$$\left(\frac1{T_1}\right)_{\rm dir}=\frac{17\pi}{10}f\left(\frac{eQS_1}{\hbar}\right)^2A\,\omega_0^2\,\frac{k_BT}{\hbar}. \tag{4}$$

The factor $\omega_0^2$ makes this rate small. It comes from the density of modes, which is low at radio frequency. The thermal strain of each mode is not small: one quantum of a long wave strains the lattice little, but the mode holds about $k_BT/\hbar\omega_0$ quanta, and its mean-square strain is the same as that of any other classically excited mode. The spectrum is not white, so for $I=3/2$ the decay has two exponentials, with rates 0.294 and 1.176 times the initial rate.

For the two-phonon process we need the summed correlation of the quadratic part of $V$. In a harmonic lattice it factorizes into pairs, and the pairs linking time $t$ to time 0 give $G\,c(t)^2$. Pairs within one time give the mean of $V$, which vanishes by isotropy. The number $G$ has these parts.

The rotation-squared term: with $\Omega_{ij}=-\epsilon_{ijk}\theta_k$ we have $\Omega^2=\theta\theta^T-\theta^2$ and $\langle\theta_i\theta_j\rangle=c\,\delta_{ij}$. The full contraction of $\theta\theta^T$ is $9+3=12$ and its trace part is $6/3=2$, leaving 10. The coefficient $(S_1/2)^2$ makes this $\frac52S_1^2$.

The commutator: $[\Omega,\varepsilon]=M+M^T$ with $M=\Omega\varepsilon$. From $\sum_i\langle\Omega_{ik}\Omega_{im}\rangle=2c\,\delta_{km}$ and $\sum_j\langle\varepsilon_{kj}\varepsilon_{mj}\rangle=4c\,\delta_{km}$ we get $\sum\langle M_{ij}M_{ij}\rangle=24c^2$. The crossed sum $\sum\langle M_{ij}M_{ji}\rangle$ is $(9+3-3-3)c^2=6c^2$. The total is $2\cdot24+2\cdot6=60$, and the factor $(S_1/2)^2$ makes it $15S_1^2$.

The strain-squared term: the two pairings of $\varepsilon^2$ give $4\cdot4\cdot3=48$ and $3+3+3+9=18$. The trace part is $\frac13\cdot2\sum\Delta_{ijkl}^2=\frac13\cdot48=16$. The result is $50S_2^2$.

The dilation term: $\langle(\mathrm{tr}\,\varepsilon)^2\rangle=6c$, the traceless strain $\varepsilon^d$ has summed correlation $10c$, and the two are uncorrelated, giving $60S_3^2$. Finally, $\varepsilon^2$ contains $\frac23(\mathrm{tr}\,\varepsilon)\varepsilon^d$, so its cross term with $S_3$ is $2\cdot\frac23\cdot60=80$. Terms mixing $S_1$ with $S_2$ or $S_3$ vanish: the commutator is odd in $\Omega$, and $\Omega^2$ has no pairs with strain. Hence

$$G=\tfrac{35}2S_1^2+50S_2^2+80S_2S_3+60S_3^2. \tag{5}$$

The last three terms equal $50(S_2+\frac45S_3)^2+28S_3^2$, so $G\ge\frac{35}2S_1^2$. Finite differences of the full nonlinear gradient reproduce (5) for several sets of coefficients.

The square of (3) contains two cross products in which one phonon is absorbed and another emitted:

$$2A^2\iint\omega^3\omega'^3(n_\omega+1)n_{\omega'}\,e^{-i(\omega-\omega')t}\,d\omega\,d\omega'.$$

The nucleus takes up the difference $\omega'-\omega$, equal to $\pm\omega_0$ or $\pm2\omega_0$. This is tiny compared with thermal frequencies and may be set to zero; at 10 K that changes the spectrum at $\omega_0$ by about 5.5 parts in $10^9$, apart from the detailed-balance factors $e^{\pm\hbar\omega_0/2k_BT}$, whose average exceeds 1 by about 3 parts in $10^8$. At 300 K the cutoff at $\omega_D$ makes the change first order in $\omega_0/\omega_D$, about 3.5 parts in $10^5$, still negligible. The time integral then gives $2\pi\delta(\omega-\omega')$. With $x=\hbar\omega/k_BT$ and $n(n+1)=e^x/(e^x-1)^2$,

$$K_2=4\pi GA^2\left(\frac{k_BT}\hbar\right)^7J_6\!\left(\frac\Theta T\right),\qquad J_6(y)=\int_0^y\frac{x^6e^x}{(e^x-1)^2}dx.$$

The spectrum is white, and (1) gives

$$\left(\frac1{T_1}\right)_{\rm Ram}=\frac\pi{10}f\left(\frac{eQ}\hbar\right)^2GA^2\left(\frac{k_BT}\hbar\right)^7J_6\!\left(\frac\Theta T\right). \tag{6}$$

The square of (3) also allows two phonons to be emitted with $\omega+\omega'=\omega_0$. For $k_BT\gg\hbar\omega_0$ their spectrum is $2\pi GA^2(k_BT/\hbar)^2\int_0^{\omega_0}\omega^2(\omega_0-\omega)^2d\omega$, and the integral is $\omega_0^5/30$. Relative to $K_2$ this is $(\hbar\omega_0/k_BT)^5/(60J_6)$, or $6\times10^{-22}$ at 10 K in the example. One-phonon and two-phonon couplings do not interfere at this order, since their product has an odd number of displacements. The rates (4) and (6) add.

At low temperature the upper limit of $J_6$ may be taken to infinity. Integration by parts gives

$$J_6(\infty)=6\int_0^\infty\frac{x^5dx}{e^x-1}=6\cdot5!\,\zeta(6)=\frac{16\pi^6}{21}\simeq732.5,$$

and the Raman rate is proportional to $T^7$. The seven powers can be counted: $\omega^3$ from each of the two phonons, and one frequency integration left after energy conservation. At high temperature $e^x/(e^x-1)^2=x^{-2}(1-x^2/12+\dots)$, so

$$J_6(y)=\frac{y^5}5\left(1-\frac{5y^2}{84}+\dots\right),\qquad\left(\frac1{T_1}\right)_{\rm Ram}\to\frac\pi{50}f\left(\frac{eQ}\hbar\right)^2GA^2\omega_D^5\left(\frac{k_BT}\hbar\right)^2. \tag{7}$$

All modes are then classically excited, and each of the two occupations contributes one power of $T$. Between the limits the local exponent is

$$\frac{d\ln(1/T_1)}{d\ln T}=7-\frac{y^7e^y}{(e^y-1)^2J_6(y)},\qquad y=\frac\Theta T.$$

It falls to 6.9 at $T=0.070\,\Theta$ and reaches 2.1 at $T=1.08\,\Theta$. The wide range between belongs to neither power law.

The comparison of the two processes follows from (4) and (6):

$$\frac{\rm direct}{\rm Raman}=\frac{17S_1^2\omega_0^2}{GA\,(k_BT/\hbar)^6J_6(\Theta/T)}. \tag{8}$$

The quadrupole moment has cancelled. At high temperature the ratio falls as $1/T$. At low temperature it grows as $T^{-6}$ on cooling, so the direct process must win in the end. The two rates are equal at

$$T^*=\frac\hbar{k_B}\left[\frac{17S_1^2\omega_0^2}{GA\,J_6(\infty)}\right]^{1/6},\qquad T^*\ll\Theta. \tag{9}$$

The direct process is thus negligible only well above $T^*$, and the $T^7$ law of the total rate needs $T^*\ll T\ll\Theta$. Since $G\ge\frac{35}2S_1^2$, putting the smallest $G$ into (8) bounds the ratio from above without knowledge of $S_2$ and $S_3$.

The example uses round parameters: $I=3/2$, so $f=4/3$; $Q=10^{-29}$ m²; $S_1=10^{22}$ V/m², $S_2=5S_1$, $S_3=0$; $\rho=3000$ kg/m³, $v=3000$ m/s, $n_a=5\times10^{28}$ m⁻³; and a Larmor frequency of 100 MHz. They give $\omega_D=4.308\times10^{13}$ rad/s, $\Theta=329$ K, $A=6.107\times10^{-58}$ s⁴ and $eQS_1/\hbar=1.519\times10^8$ rad/s. From (5), $G/S_1^2=17.5+50\cdot25=1267.5$.

At 300 K, $k_BT/\hbar=\omega_DT/\Theta=3.93\times10^{13}$ s⁻¹, and (4) gives

$$\frac{17\pi}{10}\cdot\frac43\,(1.519\times10^8)^2(6.107\times10^{-58})(6.283\times10^8)^2(3.93\times10^{13})=1.56\times10^{-9}\ \mathrm{s^{-1}}.$$

For the Raman process, (7) has the coefficient

$$\frac\pi{50}\cdot\frac43\,(1.519\times10^8)^2(1267.5)\,A^2\,\frac{\omega_D^7}{\Theta^2}=2.32\times10^{-6}\ \mathrm{s^{-1}K^{-2}},$$

which at 300 K means 0.209 s⁻¹. The full integral gives 0.195 s⁻¹, so the $T^2$ law is 7% too high there. The ratio (8) is $8.0\times10^{-9}$; with the smallest $G$ it would be $5.8\times10^{-7}$, still negligible.

On cooling, the Raman rate drops to $2.8\times10^{-6}$ s⁻¹ at 20 K and $2.2\times10^{-8}$ s⁻¹ at 10 K, where the direct rate is 0.24% of the Raman rate. They cross at $T^*=3.6$ K, and at 2 K the direct rate is 37 times the Raman rate. With the smallest $G$ the crossing moves to 7.4 K, a factor $(1267.5/17.5)^{1/6}=2.04$ higher. The $T^7$ law, with exponent above 6.9, ends at 23 K, so its window is less than a decade wide. At $T^*$ the Raman $T_1$ is $5\times10^{10}$ s, and any other relaxation channel of appreciable strength would hide the crossover. The numerical output lists the rates from 2 K to 1000 K.

Several conditions limit these results. The rms strain component $\varepsilon_{xx}$ at 300 K is 0.052, so $c(0)=0.052^2/2=1.35\times10^{-3}$. The summed mean squares of the quadratic and linear gradients are $Gc(0)^2$ and $10S_1^2c(0)$, so the ratio of their rms values is $\sqrt{Gc(0)/10S_1^2}\simeq0.4$. Higher orders in strain are then not obviously small, and at 1000 K the expansion is less safe still. The linear coupling can also act twice, through an intermediate state. Its amplitude relative to the quadratic coupling scales as $eQS_1/k_BT$ for thermal phonons, which is about $10^{-4}$ at 10 K. Spin, coupling and thermal factors lower it further: the square root of the ratio of the two rates at 10 K is about $2\times10^{-6}$ in the example and $2\times10^{-5}$ with the smallest $G$.

Cubic anharmonicity is a more serious omission. An elastic energy $\frac12C\varepsilon^2+g\varepsilon^3$, written schematically, makes a slow strain respond to two fast phonons by an amount of order $-(g/C)\varepsilon^2$. Through $S_1$ this acts as a further quadratic coupling. By this scaling estimate it changes $G$, and may partly cancel the terms in (5), while leaving the long-wave frequency dependence and hence the power laws unchanged. The bound on $G$ is derived for the harmonic solid defined above, with one sound speed and uniform strain around the nucleus. Equal speeds are a simplification that no stable isotropic solid has, since the bulk modulus $\rho(v_L^2-\frac43v_T^2)$ would be negative. With $v_L=\sqrt3\,v_T$ and the same Debye-average speed $v$ in $A$, the low-temperature $G/S_1^2$ becomes about 34 instead of 17.5 for $S_2=S_3=0$ and about 750 instead of 1267.5 in the example, and the crossings move to about 6.7 K and 4.0 K. Near the zone edge the assumptions of linear dispersion and uniform strain around the nucleus fail, and optical modes add scattering. These change the prefactor at high temperature and the shape of the intermediate range. The $T^2$ law itself needs just two classical occupations, so it survives such changes as long as two-phonon scattering dominates and the second-order coupling and the mode frequencies do not depend on temperature.

## Calculated quantities

```
spin I = 1.5, spin factor f = 1.3333
Q = 1.0e-29 m^2, S1 = 1.0e+22 V/m^2
S2 = 5.0e+22 V/m^2, S3 = 0.0e+00 V/m^2
density = 3000 kg/m^3, sound speed = 3000 m/s
atom density = 5.0e+28 m^-3, Larmor = 100 MHz
w0 = 6.2832e+08 rad/s, Debye frequency = 4.3079e+13 rad/s
Debye temperature = 329.04 K
A = 6.1071e-58 s^4
eQS1/hbar = 1.5193e+08 rad/s
G/S1^2 = 1267.50, smallest G/S1^2 = 17.50
G/S1^2 from finite differences = 1267.500
J6(infinity) = 732.4870
J6(Theta/300 K) = 0.29576
rms strain eps_xx at 300 K = 0.0520
exponent 6.9 at T/Theta = 0.0696, T = 22.89 K
exponent 2.1 at T/Theta = 1.0827, T = 356.3 K
T^7 law: rate/T^7 = 2.2071e-15 s^-1 K^-7
T^2 law: rate/T^2 = 2.3245e-06 s^-1 K^-2
T (K) | exponent | Raman (1/s) | direct (1/s) | direct/Raman
    2 | 7.000 | 2.825e-13 | 1.038e-11 | 3.673e+01
    5 | 7.000 | 1.724e-10 | 2.594e-11 | 1.504e-01
   10 | 7.000 | 2.207e-08 | 5.188e-11 | 2.351e-03
   20 | 6.968 | 2.817e-06 | 1.038e-10 | 3.684e-05
   50 | 4.948 | 8.528e-04 | 2.594e-10 | 3.042e-07
  100 | 3.081 | 1.290e-02 | 5.188e-10 | 4.022e-08
  300 | 2.140 | 1.949e-01 | 1.556e-09 | 7.986e-09
 1000 | 2.013 | 2.310e+00 | 5.188e-09 | 2.246e-09
Raman T1 at 300 K = 5.131 s
direct T1 at 300 K = 6.425e+08 s
T^2 law over full Raman rate at 300 K = 1.0734
crossover T* = 3.646 K
Raman T1 at T* = 5.286e+10 s
crossover for smallest G = 7.445 K
direct/Raman at 300 K, smallest G = 5.784e-07
direct mode rates / initial rate = 0.2941, 1.1765
two-phonon emission / Raman at 10 K = 5.79e-22
change of Raman spectrum from 0 to w0 at 10 K = 5.5e-09
eQS1/kT at 10 K = 1.16e-04
chain / closed Raman rate at Theta/2 = 1.00002
```
